# Mean Polarization of a Rigid Vortex Displaced in a Disk

## Problem

A ferroelectric disk of radius $R$ carries a polarization that lies in the plane, has the same magnitude $P$ everywhere, and circulates about one point, the vortex centre. The state does not vary through the thickness. With the vortex centre at the middle of the disk, the mean polarization is zero, because opposite points carry opposite polarization. The centre is now moved by a vector $\mathbf s$ from the middle, with $s<R$. The pattern moves rigidly: each vector is carried along unchanged, and the rim merely cuts the pattern off at a new place.

With the origin at the middle of the disk and $\hat{\mathbf z}$ normal to it, the displaced state is

$$
\mathbf P(\mathbf r)=cP\,\hat{\mathbf z}\times\frac{\mathbf r-\mathbf s}{|\mathbf r-\mathbf s|},
$$

where $c=+1$ for counterclockwise and $c=-1$ for clockwise circulation.

1. Find the direction and magnitude of the mean polarization $\langle\mathbf P\rangle$ for small $s/R$.
2. Find how the small-displacement law fails as $s$ grows, and whether the vortex core matters.
3. Evaluate the result for $P=50\ \mu\text{C/cm}^2$, $R=20$ nm and $s=2$ nm, and judge whether a rigid displacement is a fair assumption there.

## First estimate by scaling

Let $\mathbf s$ point along $+x$ and take $c=+1$. Seen from the vortex centre, the pattern is fixed and the disk has moved by $s$ to the left. The disk has gained a thin crescent on its left side and lost one on its right side. The rest of the integral is that of a centred vortex, which is zero.

At polar angle $\varphi$ the crescent has width $s|\cos\varphi|$, so each crescent has area

$$
\int_{-\pi/2}^{\pi/2}s\cos\varphi\,R\,d\varphi=2Rs .
$$

In the gained crescent the polarization of a counterclockwise vortex points mainly down. In the lost crescent it pointed mainly up. Gaining "down" and losing "up" both shift the mean downward, along $-y$, which is perpendicular to the displacement.

For the magnitude, treat the polarization in both crescents as fully aligned with $y$. The uncompensated moment per unit thickness is then $P\times 4Rs$, and division by the disk area gives

$$
|\langle\mathbf P\rangle|\approx\frac{4PRs}{\pi R^2}=\frac{4}{\pi}\,\frac{Ps}{R}.
$$

The scaling with $Ps/R$ is settled by this argument. The factor $4/\pi$ is too large, since the polarization near the tips of the crescents is not along $y$.

## Exact solution

**Reduction to the rim.** Let $D(\mathbf r)=|\mathbf r-\mathbf s|$ be the distance from the vortex centre. Its gradient is the unit vector pointing away from that centre,

$$
\nabla D=\frac{\mathbf r-\mathbf s}{|\mathbf r-\mathbf s|},
\qquad\text{so}\qquad
\mathbf P=cP\,\hat{\mathbf z}\times\nabla D .
$$

The constant operation $\hat{\mathbf z}\times$ can be taken outside the average. The gradient theorem turns the remaining area integral into one over the rim, with outward normal $\mathbf n$:

$$
\langle\nabla D\rangle=\frac{1}{\pi R^2}\oint D\,\mathbf n\,dl .
$$

The gradient is undefined at the vortex centre, so a circle of radius $\epsilon$ around it must first be cut out. On that circle $D=\epsilon$ is constant, and the integral of $\mathbf n$ around a closed curve is zero, so the extra boundary adds nothing. The area cut out contributes at most $\pi\epsilon^2$, since $|\nabla D|=1$, and this vanishes as $\epsilon\to0$.

**Small displacement.** On the rim $\mathbf r=R\mathbf n$, and therefore

$$
D=\sqrt{R^2-2R\,\mathbf s\cdot\mathbf n+s^2}=R-\mathbf s\cdot\mathbf n+O(s^2/R).
$$

The constant $R$ integrates to zero. For the next term put $\mathbf s$ along $x$ and $\mathbf n=(\cos\varphi,\sin\varphi)$:

$$
\oint(\mathbf s\cdot\mathbf n)\,\mathbf n\,dl
=sR\int_0^{2\pi}\cos\varphi\,(\cos\varphi,\sin\varphi)\,d\varphi
=\pi R\,\mathbf s .
$$

Hence $\langle\nabla D\rangle=-\mathbf s/R$, and

$$
\boxed{\;\langle\mathbf P\rangle=-\,c\,\frac{P}{R}\,\hat{\mathbf z}\times\mathbf s,\qquad |\langle\mathbf P\rangle|=\frac{Ps}{R}\;}
$$

to first order in $s/R$. The cross product makes the mean perpendicular to $\mathbf s$. For $c=+1$ and $\mathbf s$ along $+x$, it points along $-y$, as the crescents showed. Reversing the circulation reverses the mean.

**Any displacement inside the disk.** Write $x=s/R$ and keep the full square root. The component of $\langle\nabla D\rangle$ perpendicular to $\mathbf s$ vanishes because its integrand is odd in $\varphi$. The component along $\mathbf s$ is $-G(x)$, with

$$
G(x)=-\frac1\pi\int_0^{2\pi}\sqrt{1+x^2-2x\cos\varphi}\;\cos\varphi\,d\varphi,
\qquad |\langle\mathbf P\rangle|=P\,G(x).
$$

The mean thus stays perpendicular to $\mathbf s$ at every displacement. To expand $G$, factor the quantity under the root:

$$
1+x^2-2x\cos\varphi=(1-xe^{i\varphi})(1-xe^{-i\varphi}).
$$

Each factor has the expansion

$$
\sqrt{1-u}=\sum_n a_nu^n=1-\frac u2-\frac{u^2}{8}-\frac{u^3}{16}-\dots
$$

In the product of the two series, the terms in $e^{i\varphi}$ and $e^{-i\varphi}$ both have the coefficient $A=\sum_n a_na_{n+1}x^{2n+1}$. Together they form $2A\cos\varphi$, the only part that survives multiplication by $\cos\varphi$ and integration. Since $\int_0^{2\pi}\cos^2\varphi\,d\varphi=\pi$,

$$
G=-2A=-2\left(-\frac x2+\frac{x^3}{16}+\frac{x^5}{128}+\dots\right)
=x\left(1-\frac{x^2}{8}-\frac{x^4}{64}-\dots\right).
$$

All $a_n$ with $n\ge1$ are negative, so all products after the first are positive and every correction lowers $G$. The ratio $G/x$ therefore falls steadily as $x$ grows, and its smallest value is reached with the vortex centre on the rim. There the root becomes $\sqrt{2-2\cos\varphi}=2\sin(\varphi/2)$, and

$$
G(1)=-\frac2\pi\int_0^{2\pi}\sin\frac\varphi2\cos\varphi\,d\varphi
=-\frac1\pi\int_0^{2\pi}\left(\sin\frac{3\varphi}{2}-\sin\frac{\varphi}{2}\right)d\varphi
=-\frac1\pi\left(\frac43-4\right)=\frac{8}{3\pi}\approx0.849 .
$$

For a rigid vortex, the shortfall from the linear law is thus at most about 15 percent of that law, even when the centre has travelled all the way to the rim.

**The core.** A real polarization field cannot keep a finite in-plane magnitude at the point about which it circulates. Let the magnitude be $Pf(\rho)$ at distance $\rho$ from the vortex centre, and let $F$ be a function with $F'=f$. Then $\mathbf P=cP\,\hat{\mathbf z}\times\nabla F(D)$, and the same theorem applies with $F(D)$ in place of $D$. On the rim

$$
F(D)=F(R)-f(R)\,\mathbf s\cdot\mathbf n+\dots,
\qquad\text{hence}\qquad
|\langle\mathbf P\rangle|=P f(R)\,\frac sR
$$

to first order. Only the magnitude at the rim enters. If the core is narrow and lies well inside the disk, then $f=1$ along the whole rim and $F=D+\text{const}$. The constant integrates to zero, so the core leaves the full function $G(x)$ unchanged. This concerns the in-plane mean; a polarization component along $\hat{\mathbf z}$ in the core would have to be counted separately.

## Comparison of estimate and solution

For the example $s/R=2/20=0.1$, and the linear law gives

$$
\frac{Ps}{R}=50\times0.1=5.0\ \mu\text{C/cm}^2=0.050\ \text{C/m}^2 .
$$

Direct integration of the polarization over the disk gives $-4.994\ \mu\text{C/cm}^2$ along $y$ and zero along $x$. The shortfall is 0.125 percent of the linear value, in agreement with $x^2/8=0.00125$.

The scaling estimate gives $(4/\pi)\times5.0\approx6.4\ \mu\text{C/cm}^2$, which is 27 percent above the linear law. The excess can be traced. At angle $\varphi$ the polarization has a $y$ component of magnitude $P|\cos\varphi|$, not $P$. Averaged over a crescent, whose width is itself proportional to $|\cos\varphi|$, the alignment is

$$
\frac{\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi}{\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi}=\frac{\pi/2}{2}=\frac\pi4 .
$$

This factor cancels the $4/\pi$. The crescent picture is therefore a complete first-order derivation once the direction of the polarization is included.

## Is the rigid displacement a fair assumption?

**Rim charge.** The divergence of $\hat{\mathbf z}\times\nabla D$ is $-\partial_x\partial_yD+\partial_y\partial_xD=0$, so there is no bound charge inside the disk away from the vortex centre. On the rim $\hat{\mathbf z}\times\mathbf r$ is tangential and drops out of the normal component:

$$
\sigma=\mathbf P\cdot\mathbf n=-\frac{cP}{D}(\hat{\mathbf z}\times\mathbf s)\cdot\mathbf n
\approx\langle\mathbf P\rangle\cdot\mathbf n .
$$

To first order this is the charge of a uniformly polarized disk. In the example it reaches $5.0\ \mu\text{C/cm}^2$.

To see what field it makes, consider a tall column in vacuum without screening charge, with a background relative permittivity $\epsilon_b$ inside. Let $\theta$ be the angle from $\langle\mathbf P\rangle$. The potential is $ar\cos\theta$ inside and $aR^2\cos\theta/r$ outside, which match at the rim. The radial fields there are $-a\cos\theta$ inside and $+a\cos\theta$ outside. The jump in displacement must equal the rim charge, so $\epsilon_0a+\epsilon_0\epsilon_ba=|\langle\mathbf P\rangle|$, and the inner field is

$$
\mathbf E=-\frac{\langle\mathbf P\rangle}{\epsilon_0(\epsilon_b+1)} .
$$

With a rough value $\epsilon_b=10$ this is 5.1 MV/cm, about 2.6 times a rough breakdown field of 2 MV/cm. Since the field is proportional to $s$ at this order, it reaches 2 MV/cm at a shift of about 0.8 nm. Both the permittivity and the breakdown field are rough, and a larger $\epsilon_b$ would lower the field in proportion to $1/(\epsilon_b+1)$. With the values chosen here, a rigid shift of 2 nm in such a column without screening is doubtful. The breakdown field is only an upper yardstick: the polarization can turn under a weaker field, so a shift below 0.8 nm is not thereby shown to be rigid. In a flat disk the rim charge makes a weaker field away from the rim. As a guide, a uniformly polarized oblate spheroid 40 nm wide and 5 nm thick, with the same mean polarization and $\epsilon_b$, has about half the field of the column. A flat disk of the same width and thickness with a straight rim has about this field at its middle, but just inside the rim, where the charge is largest, the field is still about nine tenths of the column value.

**A pattern without rim charge.** One way to avoid the charge is to turn the polarization so that it follows the rim. Let $z=re^{i\varphi}$ denote position in the plane, with $\mathbf s$ along $+x$ and $c=+1$, and let the polarization have the direction of

$$
i\,(z-s)\left(1-\frac{zs}{R^2}\right).
$$

On the rim $R^2=z\bar z$, and the product after $i$ becomes $z(1-s/z)(1-s/\bar z)=z\,|1-s/z|^2$. This is radial, and the factor $i$ makes it tangential. To first order, the polarization is turned from that of the centred vortex by the angle

$$
\delta=s\sin\varphi\left(\frac1r-\frac{r}{R^2}\right),
$$

where the first term comes from $z-s$ and the second from the other factor. A turn by $\delta$ adds $-P\delta\,\hat{\mathbf r}$ to the polarization, whose $y$ component is $-P\delta\sin\varphi$. The mean is

$$
\langle P_y\rangle=-\frac{Ps}{\pi R^2}\int_0^{2\pi}\sin^2\varphi\,d\varphi\int_0^R\left(\frac1r-\frac r{R^2}\right)r\,dr
=-\frac{Ps}{R^2}\left(R-\frac R3\right)=-\frac23\,\frac{Ps}{R}.
$$

The expansion fails within a distance of order $s$ from the centre, but that region has a fraction of order $s^2/R^2$ of the area and does not affect the first order. The term $R$ alone reproduces the rigid result; the term $-R/3$ is the effect of bending the pattern along the rim. For the example, the mean drops to $3.3\ \mu\text{C/cm}^2$. This pattern trades rim charge for charge inside the disk, and that charge makes a field of its own. In the unscreened column above, with $\epsilon_b=10$ and $s=2$ nm, the electrostatic energy is roughly 40 percent lower than for the rigid shift, but the field on the axis is about a third higher. The pattern therefore does not remove the concern about breakdown. It serves as a comparison and has not been obtained by minimizing an energy.

**Crystal axes.** Anisotropy may replace the circular flow by four quadrant domains, polarized along $\pm x$ and $\pm y$ and separated by diagonal walls. The crescent argument holds, to first order in $s/R$, for any rigid pattern whose centred mean is zero:

$$
\langle\mathbf P\rangle=-\frac{1}{\pi R^2}\oint\mathbf P_0\,(\mathbf s\cdot\mathbf n)\,dl ,
$$

where $\mathbf P_0$ is the centred pattern. For $\mathbf s$ along $x$, the right quadrant has $P_y=+P$ and the left one $P_y=-P$. Each contributes $P\int_{-\pi/4}^{\pi/4}\cos\varphi\,d\varphi=\sqrt2\,P$ to the angular integral. The top and bottom quadrants contribute nothing, since $\cos\varphi$ integrates to zero over each. The result is

$$
\langle P_y\rangle=-\frac{2\sqrt2}{\pi}\,\frac{Ps}{R}\approx-0.900\,\frac{Ps}{R},
$$

or $4.5\ \mu\text{C/cm}^2$ in magnitude for the example. In a round disk, however, this pattern carries rim charge even when it is centred. The charge density reaches $P/\sqrt2\approx35\ \mu\text{C/cm}^2$ where the walls meet the rim, so the pattern is plausible there only if the rim is well screened.

**Real disks.** The chosen polarization and radius are illustrative, and no particular material has been computed. The assumption most open to doubt is rigidity with a freely charged rim. Electrodes or adsorbed charge can screen the rim and make the rigid pattern more plausible; without screening, the pattern can be expected to deform. With $P$, $R$ and $s$ held fixed, the comparison pattern lowers the mean by about a third, far more than the 0.125 percent from the finite displacement. All these means count the vortex polarization only. Without screening, the field also induces an opposing background polarization $\epsilon_0(\epsilon_b-1)\mathbf E$. With $\epsilon_b=10$ the total mean is then $2/(\epsilon_b+1)\approx0.18$ of the rigid value in the tall column, and about half of it in a disk 40 nm wide and 5 nm thick. The value of $P$ must be the one at the temperature of use, and the mean scales with it. The numerical output lists the mean polarizations and the field of the rigid shift in the tall column.

## Calculated quantities

```
Polarization magnitude P: 50.0 uC/cm2
Disk radius R: 20.0 nm
Displacement s along +x: 2.0 nm
Core width: 1.0 nm
Ratio s/R: 0.100 (dimensionless)
Linear law P*s/R: 5.0000 uC/cm2
Linear law P*s/R: 0.05000 C/m2
Quadrature mean, x component: 0.0000 uC/cm2
Quadrature mean, y component: -4.9937 uC/cm2
Shortfall from linear law: 0.1252 percent
Mean/P with vortex centre at rim: 0.8488 (dimensionless)
Tangential-rim pattern, mean magnitude: 3.327 uC/cm2
Tangential-rim pattern, ratio to P*s/R: 0.6653
Tangential-rim ratio, small s: 0.6667
Four-quadrant pattern, mean magnitude: 4.498 uC/cm2
Four-quadrant pattern, ratio to P*s/R: 0.8996
Four-quadrant ratio, small s: 0.9003
Largest rim charge density: 5.000 uC/cm2
Background permittivity (rough): 10 (relative)
Unscreened field on axis, tall column: 5.13 MV/cm
Breakdown field (rough): 2.0 MV/cm
Field over breakdown field: 2.56 (dimensionless)
Shift at which field reaches breakdown: 0.78 nm
```
